Solving the MOS surface-potential equation at 4.2 K without forming n_i

In silicon at 4.2 K the intrinsic carrier density evaluates to 10⁻⁶⁸⁵·⁵ cm⁻³. In the capacitor treated here, a gate 2.5 V above flat band nevertheless gives a surface electron density of 10¹⁹·⁹ cm⁻³. The usual nondegenerate formula multiplies n_i by an exponential of the band bending. In double precision the first factor is 0, the second is infinity, and their product is undefined. Rearranging the formula removes this numerical failure, but at this bias nondegenerate statistics are wrong as well, so both faults must be cured.

**What fails, and where**

Let Ev and Ec be the band edges in the neutral bulk, with Ev = 0 and Ec = Eg = 1.17 eV. The effective densities of states are Nc = 4.535×10¹⁶ and Nv = 1.932×10¹⁶ cm⁻³, and kT = 0.3619 meV. For nondegenerate carriers n_i² = Nc Nv exp(−Eg/kT), so

ln n_i = ½ ln(Nc Nv) − Eg/(2kT).

The last term is 1170/(2 × 0.3619) ≈ 1616, or 702 decades. The prefactor restores 16.5 decades, which leaves −685.5. The smallest normal double is about 2×10⁻³⁰⁸. In cm⁻³, n_i falls below it at 9.08 K and n_i² at 17.22 K.

Let ψ be the band bending in volts, zero in the bulk and positive when the bands bend down, and let u = qψ/kT. At 2.5 V the surface value is ψ_s = 1.1908 V, so u_s ≈ 3290 and exp(u_s) ≈ 10¹⁴²⁹, far above the largest double.

A floor under n_i is no remedy. Replacing it by 10⁻³⁰⁰ cm⁻³ in n = n_i exp(u − u_m) raises every electron density by 385.5 decades. With the Fermi level held fixed, a given density would then appear at a bending too small by 385.5 × 2.303 × 0.3619 meV, or 0.32 V.

The cure is to add exponents before exponentiating. Here u_m = (E_m − EF)/kT, where E_m = Eg/2 + ½kT ln(Nv/Nc) is the intrinsic level. Then

ln n = ln n_i − u_m + u
= ½ ln(Nc Nv) − Eg/(2kT) + EF/kT − Eg/(2kT) − ½ ln(Nv/Nc) + u
= ln Nc + (EF − Eg)/kT + u.

The two halves of the gap have joined, and n_i has disappeared. What remains is the distance from the local band edge to the Fermi level.

**Degeneracy must be treated too**

At the 2.5 V solution this distance is +64.7 meV, or 179 kT inside the conduction band. The Boltzmann expression at that bending gives 10⁹⁴ cm⁻³. The arithmetic is now sound but the statistics are wrong. For parabolic bands in equilibrium,

n = Nc F_{1/2}(η_c + u), p = Nv F_{1/2}(η_v − u),
η_c = (EF − Eg)/kT, η_v = −EF/kT,

F_j(η) = [1/Γ(j+1)] ∫₀^∞ x^j dx / [1 + exp(x − η)].

A single routine should give ln F_j for η from several thousand below zero to several thousand above it. Put x = t², dx = 2t dt:

F_j(η) = [2/Γ(j+1)] ∫₀^∞ t^(2j+1) dt / [1 + exp(t² − η)].

For j = 1/2 and 3/2 the power is 2 and 4. The integrand is even, smooth and zero at t = 0, so the trapezoidal rule with t_k = kh converges exponentially. Its error is governed by the nearest poles, t² = η ± iπ, whose distance from the real axis is about π/(2√η) for large positive η. The error then scales as exp[−π²/(h√η)]. The choice h = 0.28/√(max(η,0)+4) puts this exponent near −35 for large η. The sum stops once t² exceeds max(η,0) + 45.

Write L(y) = ln(1 + e^y), evaluated as max(y,0) + ln(1 + e^(−|y|)) so that it cannot overflow. The logarithms of the terms and of the integral are

s_k = (2j+1) ln t_k − L(t_k² − η),
ln F_j = M + ln Σ_k exp(s_k − M) + ln(2h) − ln Γ(j+1), M = max s_k.

For η → −∞, s_k contains η as an additive constant, and the remaining integral of 2t^(2j+1) exp(−t²) equals Γ(j+1). Hence ln F_j → η, the Boltzmann limit. The routine was tested against the alternating exponential series at η = −3000, −40 and −2, agreeing within 2×10⁻¹² in ln F_j, and against adaptive quadrature at η = 5, 60 and 200, agreeing within 10⁻⁹.

**The bulk reference**

The example has NA = 3×10¹⁷ cm⁻³ acceptors at EA = 45 meV above the valence band and ND = 3×10¹⁵ cm⁻³ compensating donors at ED, 45 meV below the conduction band. With the usual degeneracy factors 4 and 2,

NA⁻ = NA/(1 + e^(a−u)), a = ln 4 + (EA − EF)/kT,
ND⁺ = ND/(1 + e^(u−d)), d = (ED − EF)/kT − ln 2.

The bulk Fermi level is the root of ln(p + ND⁺) − ln(n + NA⁻) = 0 at u = 0. Each logarithm of a sum is formed as ln(A+B) = ln A + L(ln B − ln A). Raising EF lowers the first sum and raises the second, so there is one root.

The bulk hole density is 10⁻³⁶ cm⁻³ and the electron density is smaller still. Neutrality therefore reduces to NA/(1 + e^a) = ND, which gives

e^a = (NA − ND)/ND = 99,
EF = EA + kT ln[4ND/(NA − ND)] = 45 − 0.3619 × 3.209 = 43.84 meV.

The full root agrees with this limit within 10⁻¹² eV.

The donors are few but cannot be dropped. For ND = 0, neutrality would be p = NA⁻, with p = Nv exp(−EF/kT) and NA⁻ ≈ (NA/4) exp[(EF − EA)/kT]. Multiplying the two,

p² = (NA Nv/4) exp(−EA/kT), p ≈ 4×10⁻¹¹ cm⁻³.

The screening length √[ε_s kT/(2q²p)] would be tens of kilometres, and a wafer would have no neutral bulk in this model. With donors present, a fraction ND/NA of the acceptors is charged even at the lowest temperature, and a change in their occupation screens.

**From Poisson's equation to one algebraic equation**

Let x be the depth into the silicon. Poisson's equation is

d²ψ/dx² = (q/ε_s) R(u), R = n − p + NA⁻ − ND⁺,

because the charge density is −qR. Multiply by dψ/dx, so that the left side becomes ½ d[(dψ/dx)²]/dx, and integrate from the bulk, where ψ and its slope vanish. With surface field E_s = −dψ/dx at x = 0 and dψ = (kT/q) du,

½E_s² = (q/ε_s) ∫₀^ψs R dψ = (kT/ε_s) ∫₀^us R du.

Each part of R has an elementary or tabulated primitive. For the carriers, differentiate F_{3/2} under the integral. The η-derivative of the occupation factor is minus its x-derivative, and integration by parts gives

dF_{3/2}/dη = [(3/2)/Γ(5/2)] ∫₀^∞ x^(1/2) dx/[1 + e^(x−η)] = F_{1/2},

since Γ(5/2) = (3/2)Γ(3/2). For the dopants, dL(u−a)/du = 1/(1 + e^(a−u)), and d[L(u−d) − u]/du = −1/(1 + e^(u−d)). Therefore dΠ/du = R for

Π(u) = Nc F_{3/2}(η_c+u) + Nv F_{3/2}(η_v−u) + NA L(u−a) + ND[L(u−d) − u].

The hole term has the correct sign because its argument contains −u. The first two terms times kT are the carrier pressures.

Let V be the gate voltage minus the flat-band voltage. With no further charge at the interface, ε_ox E_ox = ε_s E_s, and the oxide drop is ε_s E_s/Cox with Cox = ε_ox/t_ox. The equation to solve is

V = ψ_s + Q(ψ_s)/Cox,
Q(ψ_s) = sgn(ψ_s) √{2ε_s kT [Π(u_s) − Π(0)]}.

Q is the gate charge per area that balances the silicon.

R increases with u and vanishes at u = 0, so Π has its single minimum there. |Q| then grows with |ψ_s|, and the right side of the gate equation increases strictly. At ψ_s = 0 it lies on one side of V, and at ψ_s = V it lies on the other. The interval between 0 and V therefore brackets the one root, and a bracketing method needs no starting guess.

Carrier terms in Π are exponentiated last. One that underflows there adds a harmless zero to dopant terms of ordinary size. The upper end of the bracket is safe too: at ψ_s = 2.5 V the argument η is about 3800, but F_{3/2} grows only as η^(5/2). A Boltzmann version would overflow there and needs a lower upper limit.

**The two limits, and a loss of digits**

Near flat band R is linear. With f = ND/NA the bulk fraction of charged acceptors, dR/du = NA f(1−f) = ND(1 − ND/NA) = N_s. Hence Π(u) − Π(0) ≈ N_s u²/2 and

Q ≈ √(ε_s kT N_s) qψ_s/kT = ε_s ψ_s/ℓ, ℓ² = ε_s kT/(q²N_s).

Here ℓ = 8.88 nm. At V = 10⁻⁷ V the solved ratio ψ_s/V agrees with 1/[1 + ε_s/(ℓCox)] to within one part in a thousand.

Since Π(0) is of order ND, subtracting it costs a relative error of order 10⁻¹⁶/u². The quadratic form has a relative error of order u, so it becomes the better expression below |u| of roughly 10⁻⁵.

In depletion the acceptors are charged up to the surface, while free carriers are negligible and the donors remain ionized. Then L(u−a) → u − a, and L(−a) = ln[NA/(NA−ND)], so

L(u−a) − L(−a) = u − ln[(NA−ND)/ND] − ln[NA/(NA−ND)] = u − ln(NA/ND),

Π(u) − Π(0) = (NA−ND)u − NA ln(NA/ND),

Q² = 2ε_s q(NA−ND)(ψ_s − ψ₀), ψ₀ = (kT/q)[NA/(NA−ND)] ln(NA/ND).

This is the familiar depletion law with an offset ψ₀ = 1.68 mV, the bending spent on charging the neutral acceptors. At V = 0.5 V, ψ_s = 0.26618 V. The right side is 9.859×10⁻¹⁴ × 0.26450 in C²/cm⁴, so Q = 0.1615 μC/cm². The oxide side gives 0.6906 × (0.5 − 0.26618) = 0.1615 μC/cm².

**A Gauss-law residual that can fail**

Substituting the root back compares Cox(V − ψ_s) with Q(ψ_s). Over the four biases below, the largest difference is 7×10⁻¹⁶ of the oxide charge. This shows that the root finder worked. It says nothing about Π, because a wrong factor there would be matched just as well by a wrong root.

Gauss's law is a statement about charge summed over depth, so that sum is computed without Π. Let ξ be the distance from a point in the bulk toward the surface, in units of ℓ. Since q²ℓ²/(ε_s kT) = 1/N_s, Poisson's equation becomes

du/dξ = w, dw/dξ = R(u)/N_s.

In the linear region u is proportional to e^ξ, so the integration starts from u = w = ±10⁻³. It runs toward the surface because the wanted solution grows in that direction. In the opposite direction it decays, and small errors would excite the growing solution. The integration stops at u_s. Alongside u and w it accumulates the sheet densities S_n, S_p and S_dop of electrons, holes and net ionized dopants, the last being the integral of NA⁻ − ND⁺. The charge beyond the starting point, N_s ℓ w, belongs to the dopants. The residual is

r = |Cox(V − ψ_s) − q(S_n − S_p + S_dop)| / |Cox(V − ψ_s)|.

Its largest value is 5×10⁻¹⁰, reached in accumulation, with an integrator tolerance of 10⁻⁹. In depletion the same integration also confirms the closed law for Q² at 0.5 and 1.5 V, within one part in a million in Q.

This test covers the first integral, the signs and the root. It shares the density formulas with the solver, so it cannot detect a wrong model of the densities.

The combined exponents have a separate test. The Boltzmann version at 2.5 V was solved again with n_i written out explicitly in 50-digit arithmetic. The two surface potentials differ by 2×10⁻¹⁶ V, less than the spacing of doubles near 1 V.

**Reading the four biases**

The oxide is 5 nm thick, with relative permittivities 3.9 for the oxide and 11.7 for silicon, so Cox = 0.6906 μF/cm².

At V = −1.0 V, ψ_s = −0.1146 V. The surface valence edge lies 114.6 − 43.8 = 70.8 meV above the Fermi level, and the hole density there is 10¹⁹·⁶ cm⁻³. Accumulation is as degenerate as inversion. These figures assume one parabolic hole mass of 0.6 electron masses, which is crude this deep in silicon's nonparabolic valence band. A mass of 1.1 would give 50 meV and ψ_s = −0.094 V. Confinement of the holes, ignored here, works the other way, to roughly 135 meV in a triangular-well estimate.

At 0.5 and 1.5 V, ψ_s is 0.266 and 1.037 V. At the second point the surface electron density is still 10⁻⁹⁰ cm⁻³, although the conduction edge is only 89 meV above the Fermi level. That distance is about 245 kT.

At 2.5 V the bending is the sum of three distances in energy:

1170 − 43.84 + 64.68 = 1190.84 meV.

The gate charge is 0.6906 × (2.5 − 1.19084) = 0.904 μC/cm². The depth integration divides it into 3.52×10¹² electrons and 2.12×10¹² net ionized dopants per cm², and their sum times q is again 0.904 μC/cm².

Boltzmann statistics at the same V give ψ_s = 1.1305 V, which is 60 mV too low. Their pressure grows exponentially with η, so a Fermi level 4.3 meV inside the band already supplies the charge. The true pressure grows as a power and needs 64.7 meV.

Warming to 10 K at fixed V, gap, masses and doping raises ψ_s by 1.5 mV. The neutrality formula explains it: EF in the bulk falls by (0.862 − 0.362) × 3.21 = 1.6 meV, which lengthens the path to the conduction band by that amount. About 0.09 mV of this is given back, three quarters through the slightly smaller electron charge at fixed V and one quarter through the thermal rise of the degenerate pressure. This shift belongs to the sharp acceptor level of the model; its limits are given below.

**How far the model can be trusted**

The parameters are rough values for a thick-oxide transistor in cryogenic CMOS. The oxide field at 2.5 V is 2.6 MV/cm, well below the roughly 10 MV/cm at which good thin oxides break down. Direct tunnelling, estimated with a rough 3.1 eV barrier and an oxide mass of 0.4 electron masses, has an exponent near 50 and a leakage between about 10⁻¹⁵ and 10⁻¹⁴ A/cm², depending on whether the electrons' confinement energy is counted. The classical carrier profile is an assumption that fails in a real inversion layer, where the electrons are confined in a narrow well. In a triangular well of effective field F = q(S_dop + S_n/2)/ε_s, the lowest level is

E₁ = 2.338 (ħ²/2m)^(1/3) (qF)^(2/3) = 124 meV,

with the longitudinal mass, 0.916 electron masses, normal to a (100) surface. If this subband alone is filled, its two valleys with in-plane mass m_t = 0.19 electron masses add a Fermi energy πħ²S_n/(2m_t) = 22 meV. The surface Fermi level must then lie 146 meV above the band edge instead of 65 meV. At fixed charge, ψ_s rises by about 82 mV in this estimate. The average field understates the steeper potential next to the oxide, and a self-consistent Hartree well brings the rise to about 0.1 V. Exchange among the electrons lowers the level again, to a rise near 75 mV in a local-density estimate. At fixed gate voltage the oxide loses nearly that much, so the electron charge falls by 9 to 12%.

Equilibrium occupation of the dopants is a further assumption. Thermal release from a 45 meV acceptor carries a factor of about e⁻¹²⁴. A field F lowers the Coulomb barrier by √(q³F/πε_s), which reaches 45 meV at 0.041 MV/cm. The depletion field rises nearly linearly to 0.328 MV/cm, so about 87% of the layer exceeds that value and its acceptors can ionize without heat. Near the edge the occupation may depend on the bias history. If all dopants stayed neutral, the same inversion charge would need about 0.5 V less gate voltage, 0.49 V of it across the oxide, which sets the scale of such effects. The inversion electrons must likewise come from source and drain contacts.

Finally, the acceptors are 15 nm apart, farther than the 8.9 nm screening length, and their Coulomb energy at that spacing is 8 meV, or 23 kT. The sharp dopant level and the smooth depletion edge are therefore idealizations. Disorder probably replaces the 1.7 mV offset by one of several millivolts, though this model cannot calculate it. The bulk Fermi level is affected too. In real, weakly compensated silicon the acceptors nearest the charged donors ionize first. An estimate for such donor–acceptor complexes puts EF near 37 meV instead of 43.84 meV, rising by about 0.4 meV between 4.2 and 10 K instead of falling by 1.6 meV. The 1.5 mV warming shift should therefore not be expected in a device. The equation is solved to about 10⁻¹⁵ V, but as a prediction for a real inversion layer ψ_s is uncertain by the better part of 0.1 V until quantization is included. The numerical output gives the remaining values.

Numbers as computed

```
kT = 0.3619 meV; Cox = 0.6906 uF/cm2
Nc = 4.535e+16 cm^-3
Nv = 1.932e+16 cm^-3
log10(n_i / cm^-3) = -685.50
n_i leaves normal doubles below 9.08 K
n_i^2 leaves normal doubles below 17.22 K
bulk EF - Ev = 43.839 meV
bulk log10 n, p (cm^-3) = -1334.68, -36.32
bulk screening length = 8.877 nm
V = -1.0 V: psi_s = -0.114632 V
  silicon field = -0.5902 MV/cm
  surface log10 n, p (cm^-3) = -1472.23, 19.60
  gate charge = -0.61146 uC/cm2
  relative residual: root 6.9e-16, depth 5.2e-10
V = 0.5 V: psi_s = 0.266180 V
  silicon field = 0.1559 MV/cm
  surface log10 n, p (cm^-3) = -1015.28, -355.72
  gate charge = 0.16148 uC/cm2
  relative residual: root 1.6e-16, depth 1.1e-13
V = 1.5 V: psi_s = 1.037324 V
  silicon field = 0.3085 MV/cm
  surface log10 n, p (cm^-3) = -89.94, -1281.05
  gate charge = 0.31954 uC/cm2
  relative residual: root 0.0e+00, depth 2.8e-14
V = 2.5 V: psi_s = 1.190840 V
  silicon field = 0.8728 MV/cm
  surface log10 n, p (cm^-3) = 19.91, -1465.26
  gate charge = 0.90414 uC/cm2
  relative residual: root 5.9e-16, depth 2.5e-10
largest root residual = 6.9e-16
largest depth-integrated Gauss residual = 5.2e-10
dopant-occupation offset in depletion = 1.684 mV
inversion: electrons = 3.5227e+12 cm^-2
inversion: net ionized dopants = 2.1205e+12 cm^-2
naive factors: 0.0, inf; product: nan
Boltzmann psi_s = 1.130460 V
double minus extended precision = 1.7e-16 V
Boltzmann error in psi_s = -60.38 mV
surface EF - Ec, 3D model = 64.68 meV
lowest subband (triangular) = 124.2 meV
2D Fermi energy, two valleys = 22.2 meV
estimated quantum shift of psi_s = 82 mV
oxide field = 2.618 MV/cm
tunnelling exponent = 50.5; leakage ~ 2e-15 A/cm2
barrier-removing field = 0.0411 MV/cm
largest depletion field = 0.3280 MV/cm
gate shift if dopants stay neutral ~ 0.492 V
acceptor spacing = 14.94 nm
Coulomb disorder scale = 8.24 meV
psi_s change from 4.2 K to 10 K = 1.514 mV
```
